# Storage time equivalent to one hot minute of first-order decomposition: a numerical check

```python
# Result under test: for first-order decomposition with k(T) = A exp(-Ea/(R T)),
# a time t_hot at T_hot and a time t_cold at T_cold cause equal fractional loss when
#   t_cold = t_hot * exp[(Ea/R) (1/T_cold - 1/T_hot)].
# For Ea = 120 kJ/mol, one minute at 400 K matches about 157 days at 298.15 K.
# Symbols: x = fraction lost, A = prefactor (1/s), Ea = activation energy (J/mol),
# R = gas constant, T = temperature (K), t = time (s).
import numpy as np
from scipy.constants import R, h, c, k as k_B
from scipy.integrate import quad, solve_ivp

Ea, A = 120e3, 1e11
T_hot, T_cold, t_hot = 400.0, 298.15, 60.0
DAY = 86400.0
ODE = dict(method="DOP853", rtol=1e-11, atol=1e-16)


def rate_constant(T, prefactor=A, energy=Ea):
    return prefactor * np.exp(-energy / (R * T))


def equivalent_time(energy=Ea, hot=T_hot, cold=T_cold):
    return t_hot * np.exp(energy / R * (1 / cold - 1 / hot))


def first_order(x):
    return 1 - x


def loss_after(duration, k_of_t, shape=first_order, max_step=np.inf):
    sol = solve_ivp(lambda t, x: k_of_t(t) * shape(x), (0, duration), [0.0],
                    max_step=max_step, **ODE)
    assert sol.success
    return sol.y[0, -1]


def time_to_lose(target, k, shape=first_order):
    def reached(t, x):
        return x[0] - target
    reached.terminal = True
    sol = solve_ivp(lambda t, x: k * shape(x), (0, 1e11), [0.0],
                    events=reached, **ODE)
    assert len(sol.t_events[0]) == 1
    return sol.t_events[0][0]


def matched_time(k_hot, k_cold, shape=first_order):
    loss = loss_after(t_hot, lambda t: k_hot, shape)
    return time_to_lose(loss, k_cold, shape), loss


t_cold = equivalent_time()
k_hot, k_cold = rate_constant(T_hot), rate_constant(T_cold)

# Integrated rate equation against the derived time, for several prefactors
prefactor_rows = []
for prefactor in (1e9, 1e11, 1e13):
    t_num, loss = matched_time(rate_constant(T_hot, prefactor),
                               rate_constant(T_cold, prefactor))
    assert abs(t_num / t_cold - 1) < 1e-6
    prefactor_rows.append((prefactor, loss, t_num / DAY))
assert round(prefactor_rows[1][2]) == 157

# The integrated first-order law against the numerical solution
loss_hot = -np.expm1(-k_hot * t_hot)
loss_cold = -np.expm1(-k_cold * t_cold)
assert abs(loss_hot / prefactor_rows[1][1] - 1) < 1e-8

# Other rate laws of the form k(T) f(x)
other_laws = {"second order": lambda x: (1 - x)**2,
              "autocatalytic": lambda x: (1 - x) * (0.05 + x)}
law_rows = []
for name, shape in other_laws.items():
    t_num, loss = matched_time(rate_constant(T_hot, 1e13),
                               rate_constant(T_cold, 1e13), shape)
    assert abs(t_num / t_cold - 1) < 1e-6
    law_rows.append((name, loss, t_num / DAY))

# A parallel channel with lower activation energy breaks the single-Ea result
Ea_side, share_hot = 80e3, 0.01
A_side = share_hot * k_hot / np.exp(-Ea_side / (R * T_hot))
side_cold = rate_constant(T_cold, A_side, Ea_side)
t_parallel, _ = matched_time(k_hot * (1 + share_hot), k_cold + side_cold)
t_parallel_formula = t_hot * k_hot * (1 + share_hot) / (k_cold + side_cold)
assert abs(t_parallel / t_parallel_formula - 1) < 1e-6
assert t_parallel < 0.9 * t_cold

# Linear heating and cooling around the hold
ramp_rate = 1.0
ramp_time = (T_hot - T_cold) / ramp_rate
ramp_equiv = quad(lambda T: rate_constant(T) / k_hot / ramp_rate,
                  T_cold, T_hot, epsabs=1e-11, epsrel=1e-11)[0]
ramp_estimate = R * T_hot**2 / (Ea * ramp_rate)
# The first omitted term of the asymptotic series has relative size 2 R T / Ea
assert abs(ramp_equiv / ramp_estimate - 1) < 2 * R * T_hot / Ea
total_time = t_hot + 2 * ramp_time


def temperature(t):
    return min(T_hot, T_cold + ramp_rate * t,
               T_cold + ramp_rate * (total_time - t))


loss_ramped = loss_after(total_time, lambda t: rate_constant(temperature(t)),
                         max_step=1.0)
t_ramped = time_to_lose(loss_ramped, k_cold)
assert abs(t_ramped / (t_cold * (1 + 2 * ramp_equiv / t_hot)) - 1) < 1e-5

# Storage temperature swinging sinusoidally about its mean
swing = 5.0
phase = 2 * np.pi * np.arange(720) / 720
swing_factor = np.mean(rate_constant(T_cold + swing * np.sin(phase))) / k_cold
t_swing = t_cold / swing_factor

# Prefactor proportional to T, with two readings of the 120 kJ/mol
def eyring_time(enthalpy):
    return T_hot / T_cold * equivalent_time(enthalpy)


enthalpy_local = Ea - R * T_hot
dT = 0.01
log_k = [np.log(T) - enthalpy_local / (R * T) for T in (T_hot - dT, T_hot + dT)]
slope_energy = R * T_hot**2 * (log_k[1] - log_k[0]) / (2 * dT)
assert abs(slope_energy / Ea - 1) < 1e-6
t_eyring_local, t_eyring_enthalpy = eyring_time(enthalpy_local), eyring_time(Ea)

# Tunnelling through the barrier top, for an assumed hydrogen transfer
wavenumber = 1000.0


def tunnelling(T):
    u = h * c * 100 * wavenumber / (k_B * T)
    parabolic = (u / 2) / np.sin(u / 2)

    def weighted_transmission(e):
        return np.exp(-e - np.logaddexp(0, -2 * np.pi * e / u))
    bottom = -Ea / (R * T)
    average = (quad(weighted_transmission, bottom, 0, limit=200)[0]
               + quad(weighted_transmission, 0, 60, limit=200)[0])
    assert abs(average / parabolic - 1) < 1e-4
    return 1 + u**2 / 24, parabolic


wigner_hot, parabolic_hot = tunnelling(T_hot)
wigner_cold, parabolic_cold = tunnelling(T_cold)

print(f"Activation energy: {Ea/1e3:.0f} kJ/mol")
print(f"Hot temperature: {T_hot:.2f} K; hold: {t_hot:.0f} s")
print(f"Storage temperature: {T_cold:.2f} K")
print(f"Gas constant: {R:.6f} J/(mol K)")
print(f"Ea/R: {Ea/R:.2f} K")
print(f"1/T_hot: {1/T_hot:.9f} 1/K")
print(f"1/T_cold: {1/T_cold:.9f} 1/K")
print(f"Difference of reciprocals: {1/T_cold-1/T_hot:.9f} 1/K")
print(f"Exponent: {Ea/R*(1/T_cold-1/T_hot):.5f}")
print(f"Time ratio: {t_cold/t_hot:.0f}")
print(f"Equivalent storage: {t_cold:.4e} s = {t_cold/DAY:.2f} days")
print(f"Example prefactor: {A:.1e} 1/s")
print(f"k at 400 K: {k_hot:.4e} 1/s")
print(f"k at 298.15 K: {k_cold:.4e} 1/s")
print(f"k t, hot: {k_hot*t_hot:.5e}; cold: {k_cold*t_cold:.5e}")
print(f"Loss, hot: {100*loss_hot:.5f} %; cold: {100*loss_cold:.5f} %")
print("Integrated rate equation, three prefactors:")
for prefactor, loss, days in prefactor_rows:
    print(f"  A {prefactor:.0e} 1/s: loss {100*loss:.5f} %, {days:.2f} days")
print("Other rate laws, A = 1e13 1/s:")
for name, loss, days in law_rows:
    print(f"  {name}: loss {100*loss:.4f} %, {days:.2f} days")
print("Equivalent storage when one assumption changes:")
for energy in (115e3, 125e3):
    print(f"  Ea {energy/1e3:.0f} kJ/mol: {equivalent_time(energy)/DAY:.1f} days")
print(f"  hot spot 410 K: {equivalent_time(hot=410.0)/DAY:.1f} days")
print(f"  storage 303.15 K: {equivalent_time(cold=303.15)/DAY:.1f} days")
print(f"  storage swing +/-{swing:.0f} K: {t_swing/DAY:.1f} days")
print(f"    mean rate raised by factor {swing_factor:.3f}")
print(f"  ramps of {ramp_rate:.0f} K/s included: {t_ramped/DAY:.1f} days")
print(f"    duration of each ramp: {ramp_time:.2f} s")
print(f"    each ramp equals {ramp_equiv:.2f} s at 400 K")
print(f"    simple ramp estimate: {ramp_estimate:.2f} s")
print(f"  Eyring, local Ea at 400 K: {t_eyring_local/DAY:.1f} days")
print(f"    activation enthalpy then: {enthalpy_local/1e3:.2f} kJ/mol")
print(f"  Eyring, enthalpy 120 kJ/mol: {t_eyring_enthalpy/DAY:.1f} days")
print(f"  side channel {Ea_side/1e3:.0f} kJ/mol: {t_parallel/DAY:.1f} days")
print(f"    side/main rate at 400 K: {100*share_hot:.1f} %")
print(f"    side/main rate at 298.15 K: {100*side_cold/k_cold:.1f} %")
print(f"  tunnelling, assumed {wavenumber:.0f} cm^-1:")
print(f"    Wigner factors, hot {wigner_hot:.3f}, cold {wigner_cold:.3f}")
print(f"    Wigner storage: {t_cold*wigner_hot/wigner_cold/DAY:.1f} days")
print(f"    parabolic, hot {parabolic_hot:.3f}, cold {parabolic_cold:.3f}")
print(f"    parabolic storage: {t_cold*parabolic_hot/parabolic_cold/DAY:.1f} days")
print("all tests passed")
```

Output:

```
Activation energy: 120 kJ/mol
Hot temperature: 400.00 K; hold: 60 s
Storage temperature: 298.15 K
Gas constant: 8.314463 J/(mol K)
Ea/R: 14432.68 K
1/T_hot: 0.002500000 1/K
1/T_cold: 0.003354016 1/K
Difference of reciprocals: 0.000854016 1/K
Exponent: 12.32575
Time ratio: 225426
Equivalent storage: 1.3526e+07 s = 156.55 days
Example prefactor: 1.0e+11 1/s
k at 400 K: 2.1375e-05 1/s
k at 298.15 K: 9.4822e-11 1/s
k t, hot: 1.28252e-03; cold: 1.28252e-03
Loss, hot: 0.12817 %; cold: 0.12817 %
Integrated rate equation, three prefactors:
  A 1e+09 1/s: loss 0.00128 %, 156.55 days
  A 1e+11 1/s: loss 0.12817 %, 156.55 days
  A 1e+13 1/s: loss 12.03686 %, 156.55 days
Other rate laws, A = 1e13 1/s:
  second order: loss 11.3673 %, 156.55 days
  autocatalytic: loss 0.6818 %, 156.55 days
Equivalent storage when one assumption changes:
  Ea 115 kJ/mol: 93.7 days
  Ea 125 kJ/mol: 261.6 days
  hot spot 410 K: 377.4 days
  storage 303.15 K: 70.5 days
  storage swing +/-5 K: 134.6 days
    mean rate raised by factor 1.163
  ramps of 1 K/s included: 211.4 days
    duration of each ramp: 101.85 s
    each ramp equals 10.52 s at 400 K
    simple ramp estimate: 11.09 s
  Eyring, local Ea at 400 K: 149.2 days
    activation enthalpy then: 116.67 kJ/mol
  Eyring, enthalpy 120 kJ/mol: 210.0 days
  side channel 80 kJ/mol: 98.3 days
    side/main rate at 400 K: 1.0 %
    side/main rate at 298.15 K: 60.9 %
  tunnelling, assumed 1000 cm^-1:
    Wigner factors, hot 1.539, cold 1.970
    Wigner storage: 122.3 days
    parabolic, hot 1.846, cold 3.623
    parabolic storage: 79.8 days
all tests passed
```
